# Is zincblende a zero-polarisation reference for wurtzite nitrides?: verification in Python

```python
"""
Result under test: III-V zincblende has formal polarisation (3/4 + integer) e/A
along [111], not zero; the layered hexagonal crystal has zero; differences of
formal polarisation give the charge of coherent insulating interfaces.

A: area of the hexagonal surface cell; a, c, u: wurtzite parameters;
P: formal polarisation along the axial cation-to-anion bond.
A crystal is a stack of bilayers. Each has one cation and one anion; the anion
lies a distance 'buckling' below its cation. Model: orthogonal sp3 tight
binding, spin-paired, eight valence electrons per anion, zero macroscopic field.
Bulk P comes from Berry phases, surface and interface charges from counting.
"""
import numpy as np
from scipy.constants import e as E_CHARGE, angstrom

ANION_LEVELS = (-12.0, 0.0)                      # s, p in eV
CUTOFF, BOND0 = 3.6, 1.95                        # angstrom
SS, SP, PPS, PPP = -2.5, 3.0, 5.0, -1.0          # hoppings at BOND0, eV
U_RESPONSE = 0.10                                # du/d(e1-e3)
AXIAL_RATIO = -0.5                               # e3/e1 in the coherent film
SITES = np.array([[0, 0], [1/3, 2/3], [2/3, 1/3]])
SUBSTRATE = dict(a=3.20, c=5.20, u=0.377, levels=(4.0, 10.0))
FILM = dict(a=3.16, c=5.06, u=0.381, levels=(6.0, 12.0))
NK = 6                                           # in-plane mesh NK x NK


def area(a):
    return np.sqrt(3) / 2 * a**2


def unit(a):
    """e/A in C/m^2 for a in angstrom."""
    return E_CHARGE / (area(a) * angstrom**2)


def stack(a, layers, sites, periodic=True):
    """layers: (cation levels, spacing to next cation plane, buckling)."""
    plane = a * np.array([[1, 0], [-0.5, np.sqrt(3) / 2]])
    pos, levels, z = [], [], 0.0
    for k, (cation_levels, spacing, buckling) in enumerate(layers):
        pos.append([*(SITES[sites[k]] @ plane), z])
        pos.append([*(SITES[sites[k - 1]] @ plane), z - buckling])
        levels += [cation_levels, ANION_LEVELS]
        z += spacing
    pos = np.array(pos)
    shifts = np.array([[*(np.array([i, j]) @ plane), m * z]
                       for i in range(-2, 3) for j in range(-2, 3)
                       for m in ((-1, 0, 1) if periodic else (0,))])
    bonds = []
    for i in range(0, len(pos), 2):
        vec = pos[1::2, None, :] + shifts[None] - pos[i]
        dist = np.linalg.norm(vec, axis=2)
        for j, s in zip(*np.where(dist < CUTOFF)):
            d = dist[j, s]
            l = vec[j, s] / d
            t = np.zeros((4, 4))
            t[0, 0] = SS
            t[0, 1:] = SP * l
            t[1:, 0] = -SP * l
            t[1:, 1:] = (PPS - PPP) * np.outer(l, l) + PPP * np.eye(3)
            t *= ((CUTOFF**2 - d**2) / (CUTOFF**2 - BOND0**2))**2
            bonds.append((i, 2 * j + 1, vec[j, s], t))
    onsite = np.array([[s, p, p, p] for s, p in levels]).ravel()
    return dict(a=a, length=z, pos=pos, bonds=bonds, onsite=onsite,
                recip=2 * np.pi * np.linalg.inv(plane).T)


def solve(crystal, k):
    """Occupied states, and the gap over the supplied k points."""
    n = len(crystal["onsite"])
    h = np.zeros((len(k), n, n), complex)
    for i, j, vec, t in crystal["bonds"]:
        h[:, 4*i:4*i+4, 4*j:4*j+4] += np.exp(1j * (k @ vec))[:, None, None] * t
    h = h + h.conj().transpose(0, 2, 1)
    h[:, np.arange(n), np.arange(n)] += crystal["onsite"]
    energy, states = np.linalg.eigh(h)
    gap = energy[:, n // 2].min() - energy[:, n // 2 - 1].max()
    assert gap > 3.99
    return states[:, :, :n // 2], gap


def plane_mesh(crystal):
    frac = np.array([[i, j] for i in range(NK) for j in range(NK)]) / NK
    return frac @ crystal["recip"]


def berry(crystal):
    """Formal polarisation in e/A, and the gap; extrapolated in string step."""
    z, length = crystal["pos"][:, 2], crystal["length"]
    kpar, values = plane_mesh(crystal), []
    for nz in (12, 24):
        kz = 2 * np.pi * np.arange(nz) / (nz * length)
        k = np.column_stack([np.repeat(kpar, nz, axis=0),
                             np.tile(kz, len(kpar))])
        occ, gap = solve(crystal, k)
        occ = occ.reshape(len(kpar), nz, *occ.shape[1:])
        following = np.roll(occ, -1, axis=1)
        closure = np.exp(-2j * np.pi * np.repeat(z, 4) / length)
        following[:, -1] *= closure[None, :, None]
        overlap = occ.conj().transpose(0, 1, 3, 2) @ following
        det = np.linalg.det(overlap)
        loop = np.prod(det / abs(det), axis=1)
        # Wannier-centre sum measured from four orbitals on every anion
        anion_sum = 4 * z[1::2].sum() / length
        shift = -np.angle(loop * np.exp(2j * np.pi * anion_sum)) / (2 * np.pi)
        assert abs(shift).max() < 0.4
        ions = (3 * z[::2].sum() + 5 * z[1::2].sum()) / length
        values.append(ions - 2 * (anion_sum + shift.mean()))
    return (4 * values[1] - values[0]) / 3, gap


def atom_charges(crystal):
    kpar = plane_mesh(crystal)
    occ, _ = solve(crystal, np.column_stack([kpar, np.zeros(len(kpar))]))
    electrons = 2 * (abs(occ)**2).sum(axis=2).mean(axis=0)
    core = np.tile([3.0, 5.0], len(crystal["pos"]) // 2)
    return core - electrons.reshape(-1, 4).sum(axis=1)


def ramp(z, start, width):
    return np.clip((z - start) / width, 0, 1)


def wz_layer(mat, e1=0.0, e3=0.0):
    c = mat["c"] * (1 + e3)
    u = mat["u"] + U_RESPONSE * (e1 - e3)
    return mat["levels"], c / 2, (0.5 - u) * c


def wz_bulk(mat, e1=0.0, e3=0.0):
    return stack(mat["a"] * (1 + e1), [wz_layer(mat, e1, e3)] * 2, [0, 1])


def zb_layer(mat):
    spacing = mat["a"] * np.sqrt(2 / 3)
    return mat["levels"], spacing, spacing / 4


def top_charge(a, layer, pattern):
    """Charge of the upper surface of an 18-bilayer slab, e per surface cell."""
    count, period = 18, len(pattern) * layer[1]
    slab = stack(a, [layer] * count, pattern * (count // len(pattern)), False)
    middle = (count - 1) * layer[1] / 2
    weight = ramp(slab["pos"][:, 2], middle - period / 2, period)
    return atom_charges(slab) @ weight


def interface_charge(e1, e3, extra=0.0):
    """Substrate below, strained film above; e per surface cell."""
    low, high = wz_layer(SUBSTRATE), wz_layer(FILM, e1, e3)
    layers = [low] * 11 + [(low[0], low[1] + extra, low[2])] + [high] * 12
    lattice = stack(SUBSTRATE["a"], layers, [0, 1] * 12)
    z, c_low, c_high = lattice["pos"][:, 2], 2 * low[1], 2 * high[1]
    film_start = z[24]
    weight = (ramp(z, 2.5 * c_low, c_low)
              - ramp(z, film_start + 2.5 * c_high, c_high))
    return atom_charges(lattice) @ weight


# Polarisation classes allowed by the tetrahedral point group
prim = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
grid = np.stack(np.meshgrid(*[np.arange(24) / 24] * 3), -1).reshape(-1, 3)
keep = np.ones(len(grid), bool)
for op in (np.array([[0, 1, 0], [0, 0, 1], [1, 0, 0]]),
           np.array([[0, 1, 0], [-1, 0, 0], [0, 0, -1]])):
    change = grid @ prim @ op.T @ np.linalg.inv(prim) - grid
    keep &= (abs(change - np.round(change)) < 1e-9).all(axis=1)
classes = np.sort(np.round(grid[keep].sum(axis=1) % 1, 6))
assert np.allclose(classes, [0, 0.25, 0.5, 0.75])

# Zincblende: Berry phase for two chemistries, and a surface count
zb_s, gap_zb = berry(stack(SUBSTRATE["a"], [zb_layer(SUBSTRATE)] * 3, [0, 1, 2]))
zb_f, _ = berry(stack(FILM["a"], [zb_layer(FILM)] * 3, [0, 1, 2]))
zb_top = top_charge(SUBSTRATE["a"], zb_layer(SUBSTRATE), [0, 1, 2])
for value in (zb_s, zb_f, zb_top):
    assert abs(value - 0.75) < 1e-3

# Wurtzite and the continuous path to the layered hexagonal crystal
wz_s, gap_wz = berry(wz_bulk(SUBSTRATE))
wz_f, _ = berry(wz_bulk(FILM))
wz_top = top_charge(SUBSTRATE["a"], wz_layer(SUBSTRATE), [0, 1])
assert abs(wz_top - wz_s) < 5e-4
path_u = np.linspace(SUBSTRATE["u"], 0.5, 5)
path = np.array([berry(wz_bulk(dict(SUBSTRATE, u=u)))[0] for u in path_u])
assert abs(np.diff(path)).max() < 0.35
layered = path[-1]
layered_top = top_charge(SUBSTRATE["a"], wz_layer(dict(SUBSTRATE, u=0.5)), [0, 1])
assert abs(layered) < 1e-6 and abs(layered_top) < 5e-4

# Coherent interface: direct count against the Berry-phase difference
strain = SUBSTRATE["a"] / FILM["a"] - 1
axial = AXIAL_RATIO * strain
wz_strained, _ = berry(wz_bulk(FILM, strain, axial))
counted = interface_charge(strain, axial)
counted_moved = interface_charge(strain, axial, extra=0.2)
assert abs(counted - (wz_s - wz_strained)) < 3e-4
assert abs(counted_moved - counted) < 3e-4

# Piezoelectric constants of the film, C/m^2
step = 0.005


def film_p(e1, e3):
    return berry(wz_bulk(FILM, e1, e3))[0] * unit(FILM["a"] * (1 + e1))


improper2 = (film_p(step, 0) - film_p(-step, 0)) / (2 * step)
e33 = (film_p(0, step) - film_p(0, -step)) / (2 * step)
surface = [top_charge(FILM["a"] * (1 + s), wz_layer(FILM, s), [0, 1])
           for s in (step, -step)]
proper2 = (surface[0] - surface[1]) / (2 * step) * unit(FILM["a"])
p_s, p_f = wz_s * unit(SUBSTRATE["a"]), wz_f * unit(FILM["a"])
assert abs(proper2 - improper2 - 2 * p_f) < 5e-3

# Recipes for the interface charge, C/m^2
ref_s, ref_f = zb_s * unit(SUBSTRATE["a"]), zb_f * unit(FILM["a"])
sigma = counted * unit(SUBSTRATE["a"])


def recipe(sp_substrate, sp_film, biaxial):
    return sp_substrate - (sp_film + biaxial * strain + e33 * axial)


hex_improper = recipe(p_s, p_f, improper2)
hex_proper = recipe(p_s, p_f, proper2)
zb_improper = recipe(p_s - ref_s, p_f - ref_f, improper2)
zb_proper = recipe(p_s - ref_s, p_f - ref_f, proper2)
zb_corrected = zb_improper + 0.75 * (unit(SUBSTRATE["a"]) - unit(FILM["a"]))
second_order = 5 * strain**2 * p_f
assert abs(hex_improper - sigma) < second_order
assert abs(zb_corrected - sigma) < second_order
assert abs(hex_proper - sigma + 2 * strain * p_f) < second_order
assert abs(zb_improper - sigma - 2 * strain * ref_f) < second_order

# First-order error of zincblende references with proper constants
odd = []
for s in (step, -step):
    linear = proper2 * s + e33 * AXIAL_RATIO * s
    odd.append(film_p(s, AXIAL_RATIO * s) - p_f - linear
               + ref_f - 0.75 * unit(FILM["a"] * (1 + s)))
slope = (odd[0] - odd[1]) / (2 * step)
slope_formula = -2 * (p_f - ref_f)
assert abs(slope - slope_formula) < 5e-3

print("Hoppings ss, sp, pp-sigma, pp-pi at reference bond (eV):", SS, SP, PPS, PPP)
print("Reference bond, hopping cutoff (angstrom):", BOND0, CUTOFF)
print("Anion s, p levels (eV):", *ANION_LEVELS)
for name, m in (("Substrate", SUBSTRATE), ("Film", FILM)):
    print(f"{name}: a = {m['a']:.2f} angstrom, c = {m['c']:.2f} angstrom, "
          f"u = {m['u']:.3f}, cation s, p = {m['levels']} eV")
print(f"Internal response du/d(e1-e3): {U_RESPONSE:.2f} (dimensionless)")
print("Allowed zincblende classes along [111] (e/A, modulo 1):", *classes)
print(f"Gap on mesh, zincblende and wurtzite substrate: {gap_zb:.2f}, {gap_wz:.2f} eV")
print(f"Zincblende P, substrate chemistry: {zb_s:.5f} e/A")
print(f"Zincblende P, film chemistry: {zb_f:.5f} e/A")
print(f"Zincblende (111) top surface charge: {zb_top:.5f} e per cell")
print(f"e/A, substrate and film: {unit(SUBSTRATE['a']):.4f}, {unit(FILM['a']):.4f} C/m^2")
print(f"Zincblende P, substrate and film: {ref_s:.4f}, {ref_f:.4f} C/m^2")
print(f"Wurtzite substrate P, Berry phase: {wz_s:.5f} e/A")
print(f"Wurtzite substrate top surface charge: {wz_top:.5f} e per cell")
print(f"Wurtzite substrate point-ion P: {6*(0.5-SUBSTRATE['u']):.5f} e/A")
print("Path u (dimensionless):", *[f"{x:.4f}" for x in path_u])
print("Path P (e/A):", *[f"{x + 0.0:.4f}" for x in path])
print(f"Layered crystal |P|: {abs(layered):.1e} e/A")
print(f"Layered top surface charge magnitude: {abs(layered_top):.1e} e per cell")
print(f"Wurtzite P, substrate and unstrained film: {p_s:.4f}, {p_f:.4f} C/m^2")
print(f"Wurtzite minus zincblende P, substrate: {p_s-ref_s:.4f} C/m^2")
print(f"Wurtzite minus zincblende P, film: {p_f-ref_f:.4f} C/m^2")
print(f"Film in-plane and axial strain: {100*strain:.4f}, {100*axial:.4f} percent")
print(f"Strained film P: {wz_strained:.5f} e/A")
print(f"Interface charge, Berry difference: {wz_s-wz_strained:.5f} e per cell")
print(f"Interface charge, direct count: {counted:.5f} e per cell")
print(f"Same, interface spacing +0.2 angstrom: {counted_moved:.5f} e per cell")
print(f"Film e31 improper, proper: {improper2/2:.4f}, {proper2/2:.4f} C/m^2")
print(f"Film e33: {e33:.4f} C/m^2")
print(f"Counted interface charge: {sigma:.5f} C/m^2")
for name, value in (("Layered, improper", hex_improper),
                    ("Layered, proper", hex_proper),
                    ("Zincblende, improper", zb_improper),
                    ("Zincblende, improper, corrected", zb_corrected),
                    ("Zincblende, proper", zb_proper)):
    print(f"{name}: charge {value:.5f}, error {value-sigma:+.5f} C/m^2")
print(f"Predicted error, layered with proper: {-2*strain*p_f:+.5f} C/m^2")
print(f"Predicted error, zincblende with improper: {2*strain*ref_f:+.5f} C/m^2")
print(f"Predicted error, zincblende with proper: {slope_formula*strain:+.5f} C/m^2")
print(f"Error slope, zincblende with proper, numerical: {slope:.4f} C/m^2")
print(f"Error slope, zincblende with proper, formula: {slope_formula:.4f} C/m^2")
print("success")
```

Output:

```
Hoppings ss, sp, pp-sigma, pp-pi at reference bond (eV): -2.5 3.0 5.0 -1.0
Reference bond, hopping cutoff (angstrom): 1.95 3.6
Anion s, p levels (eV): -12.0 0.0
Substrate: a = 3.20 angstrom, c = 5.20 angstrom, u = 0.377, cation s, p = (4.0, 10.0) eV
Film: a = 3.16 angstrom, c = 5.06 angstrom, u = 0.381, cation s, p = (6.0, 12.0) eV
Internal response du/d(e1-e3): 0.10 (dimensionless)
Allowed zincblende classes along [111] (e/A, modulo 1): 0.0 0.25 0.5 0.75
Gap on mesh, zincblende and wurtzite substrate: 9.79, 9.40 eV
Zincblende P, substrate chemistry: 0.75000 e/A
Zincblende P, film chemistry: 0.75000 e/A
Zincblende (111) top surface charge: 0.75000 e per cell
e/A, substrate and film: 1.8067, 1.8527 C/m^2
Zincblende P, substrate and film: 1.3550, 1.3895 C/m^2
Wurtzite substrate P, Berry phase: 0.74321 e/A
Wurtzite substrate top surface charge: 0.74321 e per cell
Wurtzite substrate point-ion P: 0.73800 e/A
Path u (dimensionless): 0.3770 0.4078 0.4385 0.4693 0.5000
Path P (e/A): 0.7432 0.5941 0.4262 0.2275 0.0000
Layered crystal |P|: 4.4e-16 e/A
Layered top surface charge magnitude: 4.7e-15 e per cell
Wurtzite P, substrate and unstrained film: 1.3427, 1.3480 C/m^2
Wurtzite minus zincblende P, substrate: -0.0123 C/m^2
Wurtzite minus zincblende P, film: -0.0415 C/m^2
Film in-plane and axial strain: 1.2658, -0.6329 percent
Strained film P: 0.72569 e/A
Interface charge, Berry difference: 0.01752 e per cell
Interface charge, direct count: 0.01752 e per cell
Same, interface spacing +0.2 angstrom: 0.01752 e per cell
Film e31 improper, proper: -1.4324, -0.0843 C/m^2
Film e33: 0.2028 C/m^2
Counted interface charge: 0.03166 C/m^2
Layered, improper: charge 0.03225, error +0.00059 C/m^2
Layered, proper: charge -0.00188, error -0.03354 C/m^2
Zincblende, improper: charge 0.06677, error +0.03511 C/m^2
Zincblende, improper, corrected: charge 0.03225, error +0.00059 C/m^2
Zincblende, proper: charge 0.03264, error +0.00098 C/m^2
Predicted error, layered with proper: -0.03413 C/m^2
Predicted error, zincblende with improper: +0.03518 C/m^2
Predicted error, zincblende with proper: +0.00105 C/m^2
Error slope, zincblende with proper, numerical: 0.0830 C/m^2
Error slope, zincblende with proper, formula: 0.0830 C/m^2
success
```
